\section*{Magic-angle hopping and turning: cancelling second-rank anisotropy in three steps}

\section{The anisotropic phase and the model}

In a powder at rest, each crystallite precesses at a frequency set by its orientation in the field. The spins start in phase and soon point in all transverse directions, so the signal dies and the isotropic shifts are buried under broad patterns. In the example worked out below, the powder signal for one state of the partner spin falls to 0.27 of its initial size while the isotropic part of the precession advances by 1.5 rad. No relaxation is involved: the loss comes from the spread of frequencies alone. If the same crystallite is observed in three suitable orientations for equal times, the anisotropic parts of its three phases add to zero.

Atomic units with $\hbar=1$ are used in the algebra. Let $\mathbf n$ be the unit vector along the static field, seen from the sample, and $\omega_0=\gamma_I B_0>0$ the unshielded Larmor frequency of a spin $I=1/2$. The shielding tensor $\sigma$ changes the field at the nucleus to $B_0(1-\sigma)\mathbf n$, so that
\begin{equation}
H_{\rm Z}=-\omega_0\,\mathbf I\cdot(1-\sigma)\mathbf n .
\label{zeeman}
\end{equation}
In the frame rotating at the unshielded Larmor frequency the term $-\omega_0\,\mathbf I\cdot\mathbf n$ disappears. Components of $\sigma\mathbf n$ perpendicular to the field oscillate rapidly there and are dropped to first order in $\sigma$. What remains is $\omega_0(\mathbf n^T\sigma\mathbf n)I_z$, with $z$ along the field.

An unlike spin $S$ at distance $r$ in direction $\mathbf u$ adds the dipolar energy
\begin{equation}
H_{\rm D}=d\,[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf u)(\mathbf S\cdot\mathbf u)],
\qquad d=\frac{\alpha^2\gamma_I\gamma_S}{r^3},
\label{dipole}
\end{equation}
where $\alpha$ is the fine-structure constant and $\alpha^2$ is the value of $\mu_0/4\pi$ in these units. If $d$ is small compared with both Larmor frequencies and with their difference, all terms that flip a spin are dropped. The rest is $d[1-3(\mathbf n\cdot\mathbf u)^2]I_zS_z$. Let the partner stay in the state $m_S$. Both interactions then fit one form,
\begin{equation}
H=\Omega I_z,\qquad \Omega=\mathbf n^TT\mathbf n,\qquad
T=\omega_0\sigma+m_SD,\qquad D=d(1-3\mathbf u\mathbf u^T).
\label{offset}
\end{equation}
Since $[I_z,I_+]=I_+$, the equation of motion is $dI_+/dt=i[H,I_+]=i\Omega I_+$. A time $\tau$ therefore gives the transverse magnetization the phase factor $e^{i\Omega\tau}$.

The matrix $T$ splits into three parts,
\begin{equation}
T=\bar\Omega\,1+T_2+A,\qquad \bar\Omega=\tfrac13\operatorname{tr}T,
\label{split}
\end{equation}
with $T_2$ symmetric and traceless, and $A$ antisymmetric. The last part has no effect at this order, because $\mathbf n^TA\mathbf n=(\mathbf n^TA\mathbf n)^T=-\mathbf n^TA\mathbf n=0$. The second-rank anisotropy is $\mathbf n^TT_2\mathbf n$. The dipolar tensor has $\operatorname{tr}D=d(3-3)=0$ and contributes nothing to $\bar\Omega$.

\section{Three orthogonal field directions}

Turn the sample about an axis $\mathbf e$ inclined at $\theta$ to the field, stopping at $0$, $120$ and $240$ degrees. If $R_k$ is the rotation to position $k=0,1,2$, the tensor in the laboratory is $R_kTR_k^T$, and
\begin{equation}
\Omega_k=\mathbf z^TR_kTR_k^T\mathbf z=\mathbf n_k^TT\mathbf n_k,
\qquad \mathbf n_k=R_k^T\mathbf z .
\label{hop}
\end{equation}
Seen from the sample, the field hops on a cone about $\mathbf e$. With unit vectors $\mathbf a,\mathbf b$ completing an orthonormal triad with $\mathbf e$,
\begin{equation}
\mathbf n_k=\cos\theta\,\mathbf e+\sin\theta(\cos\varphi_k\,\mathbf a+\sin\varphi_k\,\mathbf b),
\qquad \varphi_k=\varphi_0-\frac{2\pi k}{3}.
\label{cone}
\end{equation}
For $j\ne k$ the azimuths differ by $120$ or $240$ degrees, whose cosine is $-\frac12$. Hence
\begin{equation}
\mathbf n_j\cdot\mathbf n_k=\cos^2\theta+\sin^2\theta\cos(\varphi_j-\varphi_k)
=\cos^2\theta-\tfrac12\sin^2\theta=\tfrac12(3\cos^2\theta-1).
\label{dot}
\end{equation}
This vanishes at the magic angle, $\cos^2\theta=1/3$ or $\theta=54.74^\circ$. The three field directions are then the edges of a cube, and the rotor axis is its body diagonal.

Let $N$ be the $3\times3$ matrix whose rows are $\mathbf n_k^T$. Orthonormality means $NN^T=1$. A square matrix with this property also obeys $N^TN=1$, which reads
\begin{equation}
\sum_{k=0}^{2}\mathbf n_k\mathbf n_k^T=1 .
\label{complete}
\end{equation}
Writing each offset as a trace and using \eqref{complete},
\begin{equation}
\sum_k\Omega_k=\sum_k\operatorname{tr}(T\mathbf n_k\mathbf n_k^T)
=\operatorname{tr}\Bigl(T\sum_k\mathbf n_k\mathbf n_k^T\Bigr)
=\operatorname{tr}T=3\bar\Omega .
\label{main}
\end{equation}
This proves the cancellation. Neither the principal axes of $T$, nor its asymmetry, nor the starting azimuth entered. Several interactions with unrelated axes cancel together because their tensors add in $T$.

\subsection{What the angle and the hops each do}

For a general tilt, the angular sums follow from $\sum_ke^{i\varphi_k}=\sum_ke^{2i\varphi_k}=0$: each is a sum of three equally spaced points on the unit circle. Thus $\sum\cos\varphi_k=\sum\sin\varphi_k=\sum\sin\varphi_k\cos\varphi_k=0$ and $\sum\cos^2\varphi_k=\sum\sin^2\varphi_k=\frac32$. Multiplying out \eqref{cone}, and using $\mathbf a\mathbf a^T+\mathbf b\mathbf b^T=1-\mathbf e\mathbf e^T$,
\begin{align}
\sum_k\mathbf n_k\mathbf n_k^T
&=3\cos^2\theta\,\mathbf e\mathbf e^T+\tfrac32\sin^2\theta(1-\mathbf e\mathbf e^T)\nonumber\\
&=\tfrac32\sin^2\theta\,1+3P_2(\cos\theta)\,\mathbf e\mathbf e^T,
\label{general}
\end{align}
where $P_2(x)=(3x^2-1)/2$. The first term of \eqref{general} gives zero with the traceless $T_2$, and the isotropic part gives $3\bar\Omega$ because each $\mathbf n_k$ is a unit vector. Therefore
\begin{equation}
\sum_k\Omega_k=3\bar\Omega+3P_2(\cos\theta)\,\mathbf e^TT_2\mathbf e .
\label{tilt}
\end{equation}
As a function of azimuth, $\Omega$ contains the harmonics $e^{im\varphi}$ with $|m|\le2$. Three equal hops remove $m=\pm1,\pm2$ at any tilt; the magic angle removes the remaining anisotropic term, $m=0$.

Suppose the tilt is $\theta+\delta$, with the sample held in the same way relative to the rotor. At the magic angle $dP_2(\cos\theta)/d\theta=-3\cos\theta\sin\theta=-\sqrt2$, so to first order the sum changes by
\begin{equation}
\Delta=-3\sqrt2\,\delta\;\mathbf e^TT_2\mathbf e .
\label{misset}
\end{equation}
The mean offset changes by $-\sqrt2\,\delta\,\mathbf e^TT_2\mathbf e$. In an isotropic powder $\mathbf e^TT_2\mathbf e$ has the same distribution as the static anisotropy $\mathbf n^TT_2\mathbf n$. A misset thus restores the static pattern, scaled by $-\sqrt2\,\delta$.

\subsection{Why two positions do not suffice}

Take any two field directions with weights $w_0+w_1=1$, and a unit vector $\mathbf v$ perpendicular to both. For the traceless tensor $T_2=\mathbf v\mathbf v^T-\frac13 1$ the weighted mean is
\begin{equation}
w_0\mathbf n_0^TT_2\mathbf n_0+w_1\mathbf n_1^TT_2\mathbf n_1
=-\tfrac13(w_0+w_1)=-\tfrac13 .
\label{two}
\end{equation}
It should be zero, so no pair of directions cancels every second-rank tensor. For three equal weights, cancellation for every $T_2$ requires \eqref{complete}, that is $N^TN=1$. Since $N$ is square, $NN^T=1$ follows, and the directions must be orthogonal. By \eqref{dot}, three positions $120$ degrees apart then require the magic angle.

\section{Adding the phases: storage between hops}

Equation \eqref{main} concerns frequencies. To add the phases $\phi_k=\Omega_k\tau$, the spins must not precess while the sample is moving. One component of the magnetization is therefore stored along the field during each hop. The pulses are taken as ideal and short. The unstored transverse component is assumed to dephase completely during storage, while relaxation of the stored component and flips of the partner spin remain negligible. A long storage time alone does not guarantee the dephasing: if the unstored component spends equal total times in the three positions, its anisotropic phases cancel by \eqref{main} as well.

Let the magnetization start along $x$ with unit length. After the first window it is $(\cos\phi_0,\sin\phi_0,0)$. A $-90^\circ$ rotation about $y$ carries $x$ to $z$ and stores $\cos\phi_0$; a $+90^\circ$ rotation about $x$ carries $y$ to $z$ and stores $\sin\phi_0$. After the hop, a $+90^\circ$ rotation about $y$ returns the stored part to $x$. The second window is treated in the same way, and the third ends with detection of both transverse components. The four choices of stored component give
\begin{equation}
\begin{aligned}
s_{cc}&=\cos\phi_0\cos\phi_1\,e^{i\phi_2}, & s_{ss}&=\sin\phi_0\sin\phi_1\,e^{i\phi_2},\\
s_{sc}&=\sin\phi_0\cos\phi_1\,e^{i\phi_2}, & s_{cs}&=\cos\phi_0\sin\phi_1\,e^{i\phi_2}.
\end{aligned}
\label{four}
\end{equation}
They are combined as
\begin{align}
s&=s_{cc}-s_{ss}+i(s_{sc}+s_{cs})\nonumber\\
&=(\cos\phi_0+i\sin\phi_0)(\cos\phi_1+i\sin\phi_1)e^{i\phi_2}\nonumber\\
&=e^{i(\phi_0+\phi_1+\phi_2)}=e^{3i\bar\Omega\tau}.
\label{signal}
\end{align}
The combination is linear, so it may be formed from the total signals of the powder. One experiment alone is not enough: $s_{cc}$, for example, is one quarter of the sum of $e^{i(\pm\phi_0\pm\phi_1+\phi_2)}$ over the four sign choices, and the terms with a minus sign keep their anisotropy.

If detection continues for a time $t$ with the sample at rest in the last position, each crystallite gives $e^{3i\bar\Omega\tau}e^{i\Omega_2t}$. A Fourier transform over $\tau$ and $t$ then correlates an isotropic frequency, scaled by three, with the anisotropic pattern belonging to it.

\section{Turning instead of hopping}

Now let the sample turn steadily about the magic axis with period $P$, and open three windows of length $\tau\le P/3$ at times $0$, $P/3$ and $2P/3$. The magnetization is stored in the gaps as before. Whether the unstored transverse component dephases now depends on the speed. Each gap is shorter than a third of a turn, and lengthening it by whole turns adds no anisotropic phase, because steady turning refocuses that phase after every full turn. If the turning is slow, so that the anisotropic phase built up in one gap spreads over many radians, the unstored component dephases over the powder. If the spread is only a radian or two, as for the rotor period of the example below, much of it survives. At any speed the unstored component can be removed by repeating the experiment with the storing pulse reversed and taking half the difference of the two signals: the stored part changes sign, the unstored part does not. This is done for each of the two storage steps. The phase from window $k$ is
\begin{equation}
\phi_k=\int_0^\tau\Omega\!\left(s+\frac{kP}{3}\right)ds .
\label{window}
\end{equation}
At fixed $s$, the three instants in \eqref{window} are one third of a turn apart. Their field directions form an orthonormal triad, and \eqref{main} applies under the integral:
\begin{equation}
\sum_k\phi_k=\int_0^\tau\sum_k\Omega\!\left(s+\frac{kP}{3}\right)ds
=\int_0^\tau3\bar\Omega\,ds=3\bar\Omega\tau .
\label{turning}
\end{equation}
The window need not be short compared with the period. What matters is that the motion repeats itself in each window, shifted by a third of a turn; a drifting rotor speed spoils this match.

Two limits connect the methods. For $\tau\ll P$ the sample hardly moves within a window, and the phases approach those of hopping. For $\tau=P/3$ the windows fill the whole turn, leaving no time for storage, and \eqref{turning} becomes $\int_0^P\Omega\,dt=P\bar\Omega$. This is the refocusing after one full period of ordinary magic-angle spinning.

\section{A worked example}

Consider a model nucleus with one quarter of the proton's gyromagnetic ratio and a Larmor energy of $5\times10^{-7}$ eV. Its shielding has principal values $-30$, $20$ and $160$ ppm and an added antisymmetric part. In the sample frame, which coincides with the laboratory frame at $k=0$,
\begin{equation}
\sigma=\begin{pmatrix}77.712&48.481&71.040\\48.481&-2.124&46.569\\41.040&46.569&74.412\end{pmatrix}\ \text{ppm}.
\label{sigma}
\end{equation}
A proton lies 2 angstrom away, in a direction $40^\circ$ from $z$ with azimuth $110^\circ$; this gives $d=1.552\times10^{-11}$ eV. The rotor axis is $\mathbf e=(\sqrt2,0,1)/\sqrt3$, and the three field directions are $(0,0,1)$, $(1,1,0)/\sqrt2$ and $(1,-1,0)/\sqrt2$.

In position 0 the shielding gives $5\times10^{-7}\times74.412\times10^{-6}=3.721\times10^{-11}$ eV. The proton state $m_S=+\frac12$ adds $\frac12d(1-3\cos^240^\circ)=-0.590\times10^{-11}$ eV. Their sum is $\Omega_0=3.130\times10^{-11}$ eV. With the other two positions,
\begin{equation}
(3.130+4.918-0.548)\times10^{-11}=7.500\times10^{-11}\ \text{eV}.
\label{upsum}
\end{equation}
For $m_S=-\frac12$ the offsets are $4.311$, $3.709$ and $-0.520$ in the same unit, and they also add to $7.500$. The trace of \eqref{sigma} is 150 ppm, which gives $5\times10^{-7}\times150\times10^{-6}=7.5\times10^{-11}$ eV, as \eqref{main} requires. The isotropic offset is $2.5\times10^{-11}$ eV, or 6045 Hz, and the dipolar splitting has gone.

The proton must keep its state throughout. If it were down in position 1 and up in the other two, the sum would be $(3.130+3.709-0.548)\times10^{-11}=6.291\times10^{-11}$ eV, which is 16\% below the isotropic sum. The example describes an isolated pair. In a solid rich in protons, mutual flips with neighbouring protons change the partner's state during a hop of milliseconds. The dipolar part then no longer cancels by itself, and the loss grows with $\tau$.

For windows of $\tau=2\times10^{10}\,\hbar/\text{eV}$ the hopping phases are $0.626$, $0.984$ and $-0.110$ rad. With a rotor period of $2\times10^{11}\,\hbar/\text{eV}$ the sample turns by $36^\circ$ in each window, and the phases become $0.737$, $0.886$ and $-0.123$ rad. Each has changed, but both sets add to $1.500$ rad. Over a powder in the state $m_S=+\frac12$, a total evolution time $3\tau$ at one fixed position leaves a signal of size 0.272. With both proton states equally present the size is about 0.25. The hopped signal keeps its initial size 1, with relaxation neglected; it is the combination of four experiments, so this is one quarter per experiment.

Two positions $180$ degrees apart give a mean of $2.757\times10^{-11}$ eV for this crystallite, 10\% above the isotropic offset. The excess comes from the harmonics $m=\pm2$: they are unchanged by a half turn, while $m=\pm1$ cancel and the magic angle removes $m=0$.

A tilt error of $0.1^\circ$ changes the three-position sum by $-3.40\times10^{-13}$ eV, and \eqref{misset} gives the same value to these digits. This is 0.45\% of the isotropic sum for this crystallite. For the powder, the restored pattern has $\sqrt2\,\delta=0.0025$ times its static width.

\section{Where the cancellation ends}

\subsection{Fourth-rank terms}

Second-order quadrupolar shifts contain fourth-rank functions of orientation. A simple one is $P_4(\mathbf n\cdot\mathbf u)$, with $P_4(x)=(35x^4-30x^2+3)/8$. Put $c_k=\mathbf n_k\cdot\mathbf u$. By \eqref{complete}, $\sum c_k^2=1$, and
\begin{equation}
\sum_kP_4(c_k)=\frac{35\sum_kc_k^4-30+9}{8}=\frac{35\sum_kc_k^4-21}{8}.
\label{rankfour}
\end{equation}
For $\mathbf u$ along a field direction, $\sum c_k^4=1$ and the sum is $7/4$. Along the rotor axis each $c_k^2=1/3$, so $\sum c_k^4=1/3$ and the sum is $-7/6$. The result depends on orientation, and the broadening survives.

\subsection{Second order in the shielding}

Without truncation, \eqref{zeeman} gives the precession frequency $\omega_0|\mathbf n-\sigma\mathbf n|$. Let $p=\mathbf n^T\sigma\mathbf n$ and $q=|\sigma\mathbf n|^2$. With $\sqrt{1+x}=1+\frac x2-\frac{x^2}8+\dots$ and $x=-2p+q$,
\begin{equation}
|\mathbf n-\sigma\mathbf n|=\sqrt{1-2p+q}
=1-p+\tfrac12(q-p^2)+O(\sigma^3).
\label{root}
\end{equation}
The offset, $\omega_0$ minus this frequency, is $\omega_0[p-\frac12(q-p^2)]$. On summing, \eqref{complete} gives $\sum_kq_k=\operatorname{tr}(\sigma^T\sigma)$, the sum of the squares of all elements of $\sigma$. The excess over $\omega_0\operatorname{tr}\sigma$ is
\begin{equation}
-\frac{\omega_0}2\Bigl[\operatorname{tr}(\sigma^T\sigma)-\sum_k(\mathbf n_k^T\sigma\mathbf n_k)^2\Bigr].
\label{residue}
\end{equation}
For the shielding of the example alone, without the proton, it is $-3.56\times10^{-15}$ eV, about $5\times10^{-5}$ of the first-order sum. The second term in the bracket depends on orientation, so a small anisotropy remains.

\subsection{Coupled like spins}

For like spins, dipolar coupling permits mutual flips, and the Hamiltonians $H_k$ at different positions need not commute. Take dipolar coupling alone, without storage. Each pair carries the factor $1-3(\mathbf n_k\cdot\mathbf u)^2$, so $\sum_kH_k=0$ by \eqref{complete}. With $A_k=-iH_k\tau$, expanding the ordered product to second order gives
\begin{equation}
e^{A_2}e^{A_1}e^{A_0}=1+\Sigma+\tfrac12\Sigma^2+\tfrac12\sum_{j>k}[A_j,A_k]+\dots,
\qquad \Sigma=\sum_kA_k=0 .
\label{product}
\end{equation}
Inserting $A_2=-A_0-A_1$ yields $[A_2,A_1]=[A_1,A_0]$ and $[A_2,A_0]=-[A_1,A_0]$. The three commutators add to $[A_1,A_0]$, and the propagator is
\begin{equation}
U=1-\frac{\tau^2}{2}[H_1,H_0]+O(\tau^3).
\label{like}
\end{equation}
For an isolated pair all $H_k$ are multiples of one operator, and $U=1$. In a network of three or more spins the commutator is in general not zero. The three-step sum then cancels the coupling to first order in $\tau$ but not beyond.

\section*{Calculated quantities}
\begin{verbatim}
magic angle: 54.7356 degrees
field direction 0 in sample: [0. 0. 1.]
field direction 1 in sample: [0.70711 0.70711 0.     ]
field direction 2 in sample: [ 0.70711 -0.70711 -0.     ]
Larmor energy: 5.000e-07 eV
shielding principal values: [-30.  20. 160.] ppm
shielding ZYZ Euler angles: [30. 50. 70.] degrees
antisymmetric part, xz = -zx: 15.0 ppm
full shielding tensor, row x: [77.712 48.481 71.04 ] ppm
full shielding tensor, row y: [48.481 -2.124 46.569] ppm
full shielding tensor, row z: [41.04  46.569 74.412] ppm
pair distance: 2.00 angstrom
pair tilt, azimuth: 40, 110 degrees
gyromagnetic ratio / proton's: 0.25
dipolar strength d: 1.55243e-11 eV
position 0, offset for m_S=+1/2: 3.13033e-11 eV
position 0, offset for m_S=-1/2: 4.31091e-11 eV
position 1, offset for m_S=+1/2: 4.91812e-11 eV
position 1, offset for m_S=-1/2: 3.70938e-11 eV
position 2, offset for m_S=+1/2: -5.48449e-12 eV
position 2, offset for m_S=-1/2: -5.20287e-12 eV
sum of offsets, m_S=+1/2: 7.50000e-11 eV
sum of offsets, m_S=-1/2: 7.50000e-11 eV
isotropic offset: 2.50000e-11 eV
isotropic offset converted: 6044.97 Hz
window length tau: 2.00e+10 hbar/eV
rotor period: 2.00e+11 hbar/eV
hopping phases, m_S=+1/2: [ 0.62607  0.98362 -0.10969] rad
turning phases, m_S=+1/2: [ 0.73724  0.88613 -0.12337] rad
sum of hopping phases: 1.500000 rad
sum of turning phases: 1.500000 rad
phase of combined stored signal: 1.500000 rad
size of combined stored signal: 1.000000 (no unit)
powder signal size, no hopping: 0.27212 (no unit)
powder signal size, hopping: 1.00000 (no unit)
mean offset of two positions 180 deg apart: 2.75713e-11 eV
tilt error: 0.10 degrees
change of three-offset sum by tilt error: -3.3951e-13 eV
linear estimate of that change: -3.3972e-13 eV
second-order shielding residue in sum: -3.564e-15 eV
rank-4 sum, u along a field direction: 1.75000 (no unit)
rank-4 sum, u along the rotor axis: -1.16667 (no unit)
\end{verbatim}
